# Switching barrier of a film-spanning domain at a vertical side boundary

## Form of the barrier

A ferroelectric film of thickness $d$ is polarized along its normal, and a field favours the opposite polarization. A reversed domain with vertical walls spans the film, so each contribution to its energy is proportional to $d$. Two quantities set the scale: $\sigma d$, the wall energy per length of wall seen from above, and $gd$, the energy gained per reversed area. Here $\sigma$ is the wall energy per area and $g$ the driving force per volume. Their units are energy/length and energy/length$^2$, and the combination $(\sigma d)^2/(gd)$ is an energy. If a side boundary enters through a dimensionless contact angle $\theta$ alone, the barrier must be

$$
W^*=\frac{\sigma^2 d}{g}\,\Phi(\theta). \tag{1}
$$

The ratio of the barriers with and without the boundary therefore depends on $\theta$ alone. It remains to find $\Phi$.

## Energy and assumptions

Let $P>0$ be the magnitude of the polarization and $E>0$ that of the field. The field energy density is $+PE$ in the old state and $-PE$ in the reversed state. Reversal changes it by $-2PE$, so

$$
g=2PE. \tag{2}
$$

The wall is taken as sharp, with an energy independent of its orientation in the film plane. The field is uniform, and the energies of the top and bottom faces are unchanged by reversal. A face energy that did change in proportion to the reversed area would merely alter $g$.

The side boundary, for instance a grain boundary, is flat and vertical, and the domain lies on one side of it. Its energy per area is $\gamma_{\rm old}$ against the old state and $\gamma_{\rm new}$ against the reversed state. Seen from above, the domain has area $A$, wall length $L$ and one contact interval of width $c$. Relative to the unswitched film,

$$
W=d\,[\sigma L+(\gamma_{\rm new}-\gamma_{\rm old})c-gA]. \tag{3}
$$

For $|\gamma_{\rm old}-\gamma_{\rm new}|<\sigma$, define an angle $0<\theta<\pi$ by

$$
\sigma\cos\theta=\gamma_{\rm old}-\gamma_{\rm new}. \tag{4}
$$

Then

$$
W=d\,[\sigma(L-c\cos\theta)-gA]. \tag{5}
$$

At this point $\theta$ is a name for an energy ratio. That it is also the angle between wall and boundary, measured inside the domain, has to be derived.

For a free circular cylinder, $c=0$, $L=2\pi r$ and $A=\pi r^2$. Setting $dW/dr=d(2\pi\sigma-2\pi rg)$ to zero gives $r^*=\sigma/g$, and

$$
W_{\rm free}=d\left(\frac{2\pi\sigma^2}{g}-\frac{\pi\sigma^2}{g}\right)=\frac{\pi\sigma^2d}{g}. \tag{6}
$$

## The best wall is a circular arc

Hold $c$ and $A$ fixed. Equation (5) then asks for the shortest wall, which follows from the isoperimetric inequality: a closed curve of length $\ell$ enclosing area $S$ obeys $\ell^2\ge4\pi S$.

To prove it, enclose the curve between two parallel lines that touch it, at $x=\pm\rho$. Traverse the curve counterclockwise as $(x(s),y(s))$ with arc length $s$, so that $x'^2+y'^2=1$. Define $Y(s)=\pm\sqrt{\rho^2-x^2}$, with the plus sign on the part running from the right touching point to the left one, and the minus sign on the return. The point $(x,Y)$ goes once round a circle of radius $\rho$; any backtracking cancels in the signed area. Hence $S=\oint xy'\,ds$ and $\pi\rho^2=-\oint Yx'\,ds$. Adding these and using the Cauchy–Schwarz inequality,

$$
S+\pi\rho^2=\oint(xy'-Yx')\,ds\le\oint\sqrt{x^2+Y^2}\,ds=\rho\ell. \tag{7}
$$

The arithmetic mean is no smaller than the geometric mean, so $2\sqrt{\pi\rho^2S}\le S+\pi\rho^2\le\rho\ell$. Division by $\rho$ and squaring give $\ell^2\ge4\pi S$. A circle attains equality.

Now take a circular arc with the prescribed $c$ and $A$, and complete its circle on the far side of the boundary line. Let the added arc have length $\ell'$ and the added segment area $A'$. Any other wall with the same ends and the same $A$ forms, with the added arc, a closed curve of area $A+A'$. Its length satisfies

$$
L+\ell'\ge2\sqrt{\pi(A+A')}=L_{\rm arc}+\ell', \tag{8}
$$

so $L\ge L_{\rm arc}$. The completion is a device of the proof; no domain exists beyond the boundary.

## The contact angle

Let the arc have radius $r$ and half-angle $\phi$, with $0<\phi<\pi$. The tangent at its end makes the angle $\phi$ with the boundary, inside the domain. The sector has area $r^2\phi$, and the triangle between the centre and the chord has signed area $r^2\sin\phi\cos\phi$, to be subtracted. Thus

$$
L=2r\phi,\quad c=2r\sin\phi,\quad A=r^2a(\phi),\quad a(\phi)=\phi-\sin\phi\cos\phi. \tag{9}
$$

For $\phi>\pi/2$ the cosine is negative and the triangle is added, as it should be. As $\phi$ runs from $0$ to $\pi$, $A/c^2=a/(4\sin^2\phi)$ runs continuously from zero to infinity, so an arc exists for every pair $c,A$.

Next let $c$ vary at fixed $A$. Since $a'=1-\cos2\phi=2\sin^2\phi$, the condition $dA=0$ reads

$$
2ra\,dr+2r^2\sin^2\phi\,d\phi=0,\qquad dr=-\frac{r\sin^2\phi}{a}\,d\phi. \tag{10}
$$

The change in wall length is

$$
\begin{aligned}
dL&=2\phi\,dr+2r\,d\phi=\frac{2r}{a}\,(a-\phi\sin^2\phi)\,d\phi\\
&=\frac{2r}{a}\,(\phi\cos^2\phi-\sin\phi\cos\phi)\,d\phi
=-\frac{2r}{a}\cos\phi\,(\sin\phi-\phi\cos\phi)\,d\phi.
\end{aligned} \tag{11}
$$

The change in contact width is

$$
\begin{aligned}
dc&=2\sin\phi\,dr+2r\cos\phi\,d\phi=\frac{2r}{a}\,(a\cos\phi-\sin^3\phi)\,d\phi\\
&=\frac{2r}{a}\,(\phi\cos\phi-\sin\phi\cos^2\phi-\sin^3\phi)\,d\phi
=-\frac{2r}{a}\,(\sin\phi-\phi\cos\phi)\,d\phi.
\end{aligned} \tag{12}
$$

The bracket $\sin\phi-\phi\cos\phi$ vanishes at $\phi=0$ and has derivative $\phi\sin\phi>0$, so it is positive. A wider contact therefore means a smaller $\phi$, and the ratio of (11) to (12) is

$$
\left.\frac{dL}{dc}\right|_A=\cos\phi,\qquad
\left.\frac{d(L-c\cos\theta)}{dc}\right|_A=\cos\phi-\cos\theta. \tag{13}
$$

At small $c$ the angle $\phi$ is near $\pi$ and the second slope is negative. As $c$ grows, $\phi$ falls and the slope rises, crossing zero once, at $\phi=\theta$. This is the minimum. The angle defined by energies in (4) is thus the geometrical contact angle, which is Young's condition.

## The barrier

Put $\phi=\theta$ and write $a=a(\theta)$. From (9),

$$
L-c\cos\theta=2r\theta-2r\sin\theta\cos\theta=2ra,\qquad A=ar^2. \tag{14}
$$

Wall cost and field gain carry the same factor $a$. Eliminating $r=\sqrt{A/a}$, the least energy at given area is

$$
W_{\min}(A)=d\,[2\sigma\sqrt{aA}-gA]. \tag{15}
$$

Its derivative is $d\,[\sigma\sqrt{a/A}-g]$, which is positive for small $A$ and negative for large $A$. It vanishes at

$$
A^*=\frac{a\sigma^2}{g^2},\qquad r^*=\sqrt{\frac{A^*}{a}}=\frac{\sigma}{g}. \tag{16}
$$

Substitution gives

$$
W_{\rm side}=d\left(\frac{2a\sigma^2}{g}-\frac{a\sigma^2}{g}\right)=\frac{a\sigma^2d}{g}. \tag{17}
$$

Division by (6), at the same $\sigma$, $g$ and $d$, yields

$$
\boxed{\frac{W_{\rm side}}{W_{\rm free}}=f(\theta)=\frac{\theta-\sin\theta\cos\theta}{\pi}} \tag{18}
$$

This is the barrier and not merely a stationary energy. An attached domain that grows continuously from nothing must pass through the area $A^*$, where its energy is at least $W_{\rm side}$. Growth through arcs of angle $\theta$ reaches no higher. The critical domain is a minimum with respect to shape and a maximum with respect to size, hence a saddle.

Equations (16) and (17) also give $W_{\rm side}=gdA^*$. The boundary leaves the critical radius unchanged and reduces the critical area, so $f$ is the fraction of the free critical disc that remains.

## Limits and a second wall geometry

When the boundary has no preference, $\theta=\pi/2$ and $f=1/2$: the nucleus is half a disc. Replacing $\theta$ by $\pi-\theta$ changes the sign of the cosine, so

$$
f(\pi-\theta)=\frac{\pi-\theta+\sin\theta\cos\theta}{\pi}=1-f(\theta). \tag{19}
$$

This compares boundaries with opposite preferences of equal strength. At $60^\circ$ and $120^\circ$ the factors are 0.1955 and 0.8045.

For small angles, $\sin\theta\cos\theta=\tfrac12\sin2\theta=\theta-\tfrac23\theta^3+\dots$, hence

$$
f\simeq\frac{2\theta^3}{3\pi},\qquad \frac{df}{d\theta}=\frac{2\sin^2\theta}{\pi}. \tag{20}
$$

At $30^\circ$ the cubic law gives 0.0305 against the full value 0.0288, about 6% too high. As $\theta\to\pi$, $f\to1$ and the domain detaches. If $\gamma_{\rm old}-\gamma_{\rm new}>\sigma$, no angle satisfies (4): a very thin reversed layer along the boundary already lowers the energy by $\gamma_{\rm old}-\gamma_{\rm new}-\sigma$ per contact area, and this continuum barrier disappears.

Isotropy of the wall energy is a real condition. Suppose that walls can run only parallel or perpendicular to the boundary, with the same $\sigma$. A domain inside a bounding rectangle of width $m$ and depth $n$ has walls of length at least $2n+2m-c$, with $c\le m$. Since $1+\cos\theta>0$, full contact $c=m$ is best, and filling the rectangle gains the most area. Then

$$
W=d\,[\sigma\{2n+m(1-\cos\theta)\}-gmn]. \tag{21}
$$

The derivatives with respect to $n$ and $m$ vanish at $m=2\sigma/g$ and $n=(1-\cos\theta)\sigma/g$, where $W=2(1-\cos\theta)\sigma^2d/g$. A free rectangle has $W=d\,[2\sigma(m+n)-gmn]$, stationary at $m=n=2\sigma/g$ with $W=4\sigma^2d/g$. The factor becomes

$$
f_{\rm square}=\frac{1-\cos\theta}{2}. \tag{22}
$$

At $60^\circ$ this is 0.25 instead of 0.1955. The two agree at $90^\circ$, but at small angles (22) falls as $\theta^2/4$ and (18) as $\theta^3$.

The circular shape can also be tested without assuming it. A wall of 24 straight edges with free vertices was relaxed to minimize $(L-c\cos\theta)^2/(4\pi A)$, which by (15) should approach $f$. It gave 0.1957, 0.5007 and 0.8062 at $60^\circ$, $90^\circ$ and $120^\circ$, against 0.1955, 0.5000 and 0.8045. The small excess has the expected sign, since a polygon is an admissible shape and cannot beat the optimum.

## Example: a thin hafnia-like capacitor

Take round model parameters: $d=5$ nm, $P=20\ \mu$C/cm$^2$, $E=1$ MV/cm, $\sigma=0.030$ J/m$^2$, $\gamma_{\rm old}=0.215$ J/m$^2$ and $\gamma_{\rm new}=0.200$ J/m$^2$. The film voltage is 0.50 V. From (4), $\cos\theta=0.015/0.030=0.5$, so $\theta=60^\circ$.

In units suited to the nucleus, $\sigma=0.1872$ eV/nm$^2$ and $g=0.2497$ eV/nm$^3$. Therefore

$$
r^*=\frac{0.1872}{0.2497}\ {\rm nm}=0.75\ {\rm nm},\qquad
W_{\rm free}=\pi\sigma r^*d=\pi(0.1872)(0.75)(5)\ {\rm eV}=2.21\ {\rm eV}.
$$

The factor is $f=(1.0472-0.4330)/\pi=0.1955$, and $W_{\rm side}=0.1955\times2.21$ eV $=0.43$ eV. A numerical search with radius and contact angle both free finds the saddle at $60^\circ$ with this same ratio.

Assume thermally activated switching with waiting time $t=\nu^{-1}\exp(W/k_BT)$ per site and a chosen attempt rate $\nu=10^{13}$ s$^{-1}$. At 300 K the barriers are $85.3\,k_BT$ and $16.7\,k_BT$. The waiting times are about $10^{24}$ s for the free site and 2 μs for the boundary site. Within this model, switching at this field starts at boundaries.

## What the example neglects

A first warning comes from the size of the nucleus. Its area is 0.35 nm$^2$, or 1.4 cells of edge $b=0.5$ nm, a rough lattice size. Let whole cells reverse instead, each through the full thickness, with the boundary lying along a cell edge. One wall edge costs $\sigma bd=0.468$ eV and one cell gains $gb^2d=0.312$ eV. The first cell at the boundary has three wall edges and a contact worth $-0.5$ edge, so it costs $2.5(0.468)-0.312=0.858$ eV. Each further cell in a row along the boundary adds half an edge, a change of $0.234-0.312<0$. The highest of these whole-cell states is thus the first cell, at 0.86 eV, twice the continuum value. Most of this rise is not due to discreteness: cell edges force square walls, for which (21) gives $\sigma^2d/g=0.70$ eV however small the cell. If columns reverse one at a time, this is a lower bound on the barrier, because the intermediate states of a column during its reversal are not counted and may lie higher. The waiting time then rises from 2 μs to at least 26 s. Columns that grow together need not pass through this state, so the bound does not cover them. Nor does it cover a boundary inclined to the cells. At $45^\circ$ a cell in a notch has two wall edges and a contact of length $\sqrt2\,b$, so it costs $(2-0.707)(0.468)-0.312=0.29$ eV. Two neighbouring notch cells cost 0.59 eV, and the cell between them adds no edge, so the highest whole-cell state is then about 1.4 times the continuum value. The absolute barrier is an estimate of scale, while (18) is a statement about the continuum model.

A column must also cross the film before it spans it. Its head carries bound charge of density $q=2P$. For a disc of radius $R$ in a medium of relative permittivity $\varepsilon_r$, set $k=1/(4\pi\varepsilon_0\varepsilon_r)$. The potential at the rim of a disc of radius $\rho$ is $kq\int_{-\pi/2}^{\pi/2}2\rho\cos\beta\,d\beta=4kq\rho$, from chords of length $2\rho\cos\beta$. Adding rings of charge $2\pi\rho q\,d\rho$ gives the energy $8\pi kq^2R^3/3$. With $\varepsilon_r=30$, a disc of the same area as the nucleus and a head wall of energy $\sigma$, the head costs 0.16 eV at $r^*$. At $2r^*$, where side-wall cost and field gain cancel, it costs 0.99 eV. A column of that width could lengthen at no further cost, but its head alone exceeds the side barrier of 0.43 eV. Intermediate widths, tapered heads and attraction to the electrodes are not treated.

Trapped interface charge can be more serious. If it compensates the old state, reversal leaves a charge $2P$ per area to be screened at each electrode. With an effective screening length $\lambda$, defined by an energy $(2P)^2\lambda/(2\varepsilon_0)$ per area and electrode, the driving force becomes $g-(2P)^2\lambda/(\varepsilon_0d)$. It vanishes at $\lambda=11$ pm. For domains much wider than $\varepsilon_r\lambda$ the loss is proportional to area, so it raises both barriers without changing $f$ while the driving force stays positive. The nucleus here is not safely in that limit: $\varepsilon_r\lambda$ is 0.15 nm at $\lambda=5$ pm, against a depth below 1 nm. Fringe fields then reduce the loss near the perimeter, more for the thin segment than for the disc, and $f$ is lowered as well.

The angle matters too. At fixed $\sigma$, $g$ and $d$, a shift of $-5^\circ$ or $+5^\circ$ moves the side barrier to 0.34 or 0.53 eV, which changes the waiting time by a factor of roughly 30 to 40. At 358 K, with all energies held fixed, the wait falls to 0.12 μs.

For a real hafnia capacitor, the polarization and field are of the right rough size, while 5 nm is thin compared with the roughly 10 nm of many films. Doubling $d$ at fixed field doubles both barriers if the screening loss is negligible; with the area-law loss at $\lambda=5$ pm the factor is about 1.4. The contact width, 1.3 nm, is 0.13 of a rough 10 nm grain, so a flat boundary is plausible on this scale, and the field is a quarter of a rough 4 MV/cm breakdown field. The wall and boundary energies are chosen values and the least certain inputs: at fixed $\theta$, $g$ and $d$, doubling $\sigma$ quadruples the barrier. Real grains also have tilted polar axes, wall energies that depend on the orientation of the wall, and boundaries that need not be vertical, none of which (18) covers. With the chosen inputs held fixed and the boundary along a cell edge, whole-cell switching one column at a time raises the side barrier to at least about twice its isotropic continuum value. The remaining values are listed in the numerical output.

## Computed results

```
INPUTS (round model parameters)
film thickness: 5.0 nm
polarization: 20 uC/cm2
field: 1.0 MV/cm
film voltage: 0.50 V
wall energy: 0.030 J/m2 = 0.1872 eV/nm2
boundary energy, old state: 0.215 J/m2
boundary energy, new state: 0.200 J/m2
temperature: 300 K, kT = 0.02585 eV
attempt rate: 1e+13 1/s
FACTOR: angle, relaxed polygon, derived
60 deg: 0.1957, 0.1955
90 deg: 0.5007, 0.5000
120 deg: 0.8062, 0.8045
30 deg: derived 0.0288
45 deg: derived 0.0908
150 deg: derived 0.9712
CRITICAL NUCLEUS
driving force: 0.2497 eV/nm3
critical radius, free: 0.7500 nm
critical radius, side: 0.7500 nm
contact angle at saddle: 60.000 deg
contact width: 1.299 nm
depth from boundary: 0.375 nm
area, side nucleus: 0.3455 nm2
area, free nucleus: 1.7671 nm2
barrier, free: 2.2059 eV
barrier, side: 0.4313 eV
barrier ratio from saddle: 0.19550
barrier/kT, free: 85.3
barrier/kT, side: 16.7
wait per site, free: 1.1e+24 s
wait per site, side: 1.8e-06 s
NEGLECTED EFFECTS
cell edge (rough): 0.5 nm
side nucleus area in cells: 1.38
whole-cell barrier, free: 3.433 eV
whole-cell barrier, side: 0.858 eV
whole-cell wait, side: 2.6e+01 s
square-wall factor: 0.2500
same from 0.02 nm cells: 0.2500
relative permittivity (rough): 30
head cost at critical radius: 0.156 eV
head cost at twice that radius: 0.990 eV
screening length cancelling drive: 11.1 pm
side barrier at angle -5 deg: 0.344 eV
side barrier at angle +5 deg: 0.528 eV
side wait at 358 K: 1.2e-07 s
contact width / 10 nm grain: 0.13
field / rough breakdown field: 0.25
```
